\section*{When energy disorder slows diffusion: random traps and random barriers}

\section*{The landscape and the diffusion coefficient}

\textbf{Q.} I am told that a concentrated alloy diffuses sluggishly because a moving defect sees a rough energy landscape. My calculated migration barriers do scatter, by about a tenth of an electronvolt. Is that enough to conclude that diffusion is slow?

\textbf{A.} No. We need to know which energies scatter: those of the sites where the defect rests, or those of the saddles it crosses. Take a hypercubic lattice in $d$ dimensions with spacing $a$. Site $i$ has energy $E_i$, and the saddle between neighbours $i$ and $j$ has energy $S_{ij}=S_{ji}$. With $\beta=1/kT$ and a common attempt frequency $\nu$, the hop rate is
\begin{equation}
w_{ij}=\nu\,e^{-\beta(S_{ij}-E_i)} .
\end{equation}
The landscape is frozen and statistically homogeneous, and the defects are dilute enough to ignore one another. The occupation probability $P_i$ obeys
\begin{equation}
\dot P_i=\sum_j\left(w_{ji}P_j-w_{ij}P_i\right).
\end{equation}
Define $m_i=e^{-\beta E_i}$, $g_{ij}=e^{-\beta S_{ij}}$ and $P_i=m_iu_i$. Then $w_{ij}P_i=\nu g_{ij}u_i$, because the factors $e^{\pm\beta E_i}$ cancel, and
\begin{equation}
m_i\dot u_i=\nu\sum_j g_{ij}(u_j-u_i). \label{rc}
\end{equation}
This is the equation of an electrical network: $u_i$ is a voltage, $g_{ij}$ a conductance and $m_i$ a capacitance. Saddles set the conductances and sites set the capacitances.

\textbf{Q.} How does a diffusion coefficient come out of that?

\textbf{A.} A density wave of small wavenumber $k$ decays at the rate $\lambda=Dk^2$, so we need the slowest decay rate. (The Boltzmann constant appears only in the product $kT$; a $k$ without $T$ is the wavenumber.) Repeat a cell of $N$ sites periodically. Insert $u_i\propto e^{-\lambda t}$ into (\ref{rc}), multiply by $u_i^*$ and sum over sites. Each bond appears from both ends, and its two terms combine to a square:
\begin{equation}
\lambda=\nu\,\frac{\sum_{\rm bonds}g_{ij}|u_j-u_i|^2}{\sum_i m_i|u_i|^2}.
\end{equation}
The slowest mode minimizes this quotient. At $k=0$ it is a constant with $\lambda=0$, so for small $k$ along $x$ we may write $u_i=e^{ikx_i}(1+ika\phi_i)$ with periodic $\phi$. Let $e_{ij}=1$ for a bond along $x$ and $0$ otherwise. To first order in $k$,
\begin{equation}
u_j-u_i=ika\,e^{ikx_i}\left(e_{ij}+\phi_j-\phi_i\right).
\end{equation}
An imaginary part of $\phi$ would merely add to the numerator, so $\phi$ is real. The denominator tends to $\sum_im_i=N\langle e^{-\beta E}\rangle$. Defining the effective conductivity by
\begin{equation}
G=\min_\phi\frac1N\sum_{\rm bonds}g_{ij}(e_{ij}+\phi_j-\phi_i)^2, \label{var}
\end{equation}
we obtain $\lambda=k^2a^2\nu G/\langle e^{-\beta E}\rangle$, and therefore
\begin{equation}
D=\frac{a^2\nu\,G}{\langle e^{-\beta E}\rangle}. \label{main}
\end{equation}
Nothing here requires sites and saddles to be independent. Tests in one, two and three dimensions compared (\ref{main}) with the decay rate of the master equation itself, including landscapes in which each saddle follows its two end sites. The numerical output lists the pairs.

\section*{Disorder in the sites}

\textbf{Q.} Suppose all saddles are level and just the sites vary. In three dimensions, can the defect not walk around the deep ones?

\textbf{A.} It cannot know that a site is deep before entering it. With $S_{ij}=S_0$, all conductances equal $g_0=e^{-\beta S_0}$, and the sum in (\ref{var}) is
\begin{equation}
g_0\Big[N+2\sum_{\rm bonds}e_{ij}(\phi_j-\phi_i)+\sum_{\rm bonds}(\phi_j-\phi_i)^2\Big].
\end{equation}
The middle term vanishes, since the differences of a periodic function along $x$ add up to zero. The last term is smallest for constant $\phi$. Hence $G=g_0$. The rate out of site $i$ to any one neighbour is $w_i=\nu g_0e^{\beta E_i}$, so $\langle1/w\rangle=\langle e^{-\beta E}\rangle/(\nu g_0)$ and
\begin{equation}
D_{\rm traps}=\frac{a^2}{\langle 1/w\rangle}, \label{trap}
\end{equation}
the harmonic-mean rate, for every $d$.

The walk itself shows why. All $2d$ exits from a site are equally likely, so the path is an ordinary random walk and visits the sites without regard to depth. After $n$ hops the mean square displacement is $na^2$. The mean wait at a site is $1/(2dw_i)$, so the elapsed time is $t=n\langle1/w\rangle/(2d)$. Setting $na^2=2dDt$ returns (\ref{trap}). Disorder changes the clock and leaves the path alone.

\textbf{Q.} Is the mean of $1/w$ always finite?

\textbf{A.} No. If trap depths $\varepsilon>0$ have the density $e^{-\varepsilon/kT_0}/kT_0$, the mean wait contains $\int_0^\infty d\varepsilon\,e^{\varepsilon/kT-\varepsilon/kT_0}$, which diverges for $T\le T_0$. Then $D=0$, and the mean square displacement grows more slowly than $t$. For a Gaussian of mean $\bar E$ and width $\sigma_E$ the average exists. Completing the square in the exponent,
\begin{equation}
-\beta E-\frac{(E-\bar E)^2}{2\sigma_E^2}
=-\frac{(E-\bar E+\beta\sigma_E^2)^2}{2\sigma_E^2}-\beta\bar E+\frac{\beta^2\sigma_E^2}{2},
\end{equation}
and integrating the shifted Gaussian to one, we get
\begin{equation}
\langle e^{-\beta E}\rangle=e^{-\beta\bar E+\beta^2\sigma_E^2/2}. \label{gauss}
\end{equation}
The average comes from sites near $\bar E-\beta\sigma_E^2$, which lie $\beta\sigma_E$ widths below the mean. A simulation cell too small to contain such sites usually has too small an average and then gives too large a $D$.

\section*{Disorder in the saddles}

\textbf{Q.} Now make the sites level and let the saddles vary. Is the answer the same?

\textbf{A.} In one dimension it is. In the steady state the same current $J$ crosses every bond, with voltage drop $h_b=J/g_b$. The drops must add to $N$, so $J\sum_b1/g_b=N$ and $J=1/\langle1/g\rangle$. The dissipation per site is $J^2\langle1/g\rangle=J$, which gives
\begin{equation}
G_{1\rm D}=\frac1{\langle1/g\rangle}.
\end{equation}
With level sites $w$ is proportional to $g$, and $D$ is again $a^2/\langle1/w\rangle$. Every barrier must be crossed.

In higher dimensions this value is a lower bound. Let $h_b$ be the minimizing drops in (\ref{var}). On the $N$ bonds along $x$ they add to $N$, so the Cauchy--Schwarz inequality gives
\begin{equation}
N^2=\Big(\sum_{b\parallel x}h_b\Big)^2\le\sum_{b\parallel x}g_bh_b^2\sum_{b\parallel x}\frac1{g_b}\le NG\cdot N\langle1/g\rangle .
\end{equation}
The trial choice $\phi=0$ in (\ref{var}) gives an upper bound. Together,
\begin{equation}
\frac1{\langle1/g\rangle}\le G\le\langle g\rangle. \label{bounds}
\end{equation}

\textbf{Q.} Those bounds allow slowing and acceleration. Which occurs?

\textbf{A.} Begin with weak, independent disorder. Write $g_b=\bar g+\delta_b$, where $\delta_b$ has variance $\sigma_g^2$, and $f_b=\phi_j-\phi_i$, which is of first order in $\delta$. The mean of $\delta_b$ is zero and $\sum_be_bf_b=0$, so to second order the sum in (\ref{var}) is, on average, $N\bar g$ plus the average of
\begin{equation}
2\sum_b\delta_be_bf_b+\bar g\sum_bf_b^2 .
\end{equation}
Let $\Gamma$ be the orthogonal projector onto fields $f$ that are differences of some $\phi$. With $v_b=\delta_be_b$, the minimum lies at $f=-\Gamma v/\bar g$ and equals $-v\cdot\Gamma v/\bar g$. For independent bonds its average is $-(\sigma_g^2/\bar g)\sum_{b\parallel x}\Gamma_{bb}$. All $\Gamma_{bb}$ are equal by symmetry. Their sum over the $dN$ bonds is the dimension of the space of difference fields, $N-1$, because a constant $\phi$ gives no field. Thus $\Gamma_{bb}\to1/d$ and
\begin{equation}
G\simeq\bar g-\frac{\sigma_g^2}{d\,\bar g}.
\end{equation}
For saddles of mean $\bar S$ and width $\sigma_S$, $\bar g\simeq e^{-\beta\bar S}(1+\beta^2\sigma_S^2/2)$ and $\sigma_g^2/\bar g^2\simeq\beta^2\sigma_S^2$. Define $\Lambda=\ln G+\beta\bar S$, the logarithm of $G$ relative to a uniform crystal with the same mean saddle. Then
\begin{equation}
\Lambda\simeq\Big(\frac12-\frac1d\Big)\beta^2\sigma_S^2. \label{weak}
\end{equation}
The $1/2$ is the gain from low barriers, whose conductance rises more than that of high barriers falls. The $-1/d$ is the cost of current conservation: a bond of high conductance can carry only what its neighbours feed it. In one dimension the cost wins, in two they cancel, and in three the gain wins: weak, independent barrier disorder speeds diffusion up relative to the uniform crystal with the same mean saddle.

At $\beta\sigma_S=0.3$ the computed coefficients are $-0.500$, $0.001$ and $0.159$, against $-1/2$, $0$ and $1/6$. The last is $0.007$ below the prediction, more than four of its standard errors. Most of that gap is sampling noise: cells of $16^3$ sites, with each sample of saddles scaled to the exact mean and width, give $0.165\pm0.001$ at $\beta\sigma_S=0.3$ and $0.166\pm0.001$ at $0.15$. Higher orders, left out of (\ref{weak}), lower the coefficient to $0.158$ at $\beta\sigma_S=0.6$.

\textbf{Q.} Is the cancellation in two dimensions confined to weak disorder?

\textbf{A.} On the square lattice, with independent saddles drawn from a symmetric distribution, it holds at any strength. Rotate all currents $g_bh_b$ by $90^\circ$ onto the bonds of the dual lattice. A current without sources becomes a field of voltage drops, and the drops $h_b$ become a current without sources. The dual bonds have conductance $1/g_b$, and the dual network has conductivity $1/G$. If $S-\bar S$ is symmetric, $1/g$ is distributed like $g\,e^{2\beta\bar S}$. For a large isotropic sample this means $1/G=G\,e^{2\beta\bar S}$, or $\Lambda=0$. At $\beta\sigma_S=2$ the computed $\Lambda$ is $0.002\pm0.005$. The argument needs the dual network to have the statistics of the original. It fails when saddles follow their end sites, $S_{ij}-\bar S=(E_i+E_j)/2-\bar E$, where $\Lambda\approx0.30$ at the same $\beta\sigma_S$, and on the triangular lattice, where independent saddles give $\Lambda\approx0.44$.

\textbf{Q.} What happens in three dimensions when the disorder is strong?

\textbf{A.} Percolation takes over. Open the bonds in order of rising saddle energy. A connected path across the crystal appears when a fraction $p_c$ is open; on the simple cubic lattice the calculation gives $p_c=0.249\pm0.001$. Let $S_c$ be the saddle energy reached at that point. Lowering a conductance cannot raise the sum in (\ref{var}) for any $\phi$, and so cannot raise $G$. This gives two estimates for any small $\varepsilon>0$.

First, delete all bonds above $S_c+\varepsilon$ and reduce the rest to $e^{-\beta(S_c+\varepsilon)}$. The remaining bonds percolate, so their geometry contributes a factor $C_->0$ that is independent of temperature. Second, short-circuit all bonds below $S_c-\varepsilon$ and raise the rest to $e^{-\beta(S_c-\varepsilon)}$. The shorted bonds do not percolate, so the factor $C_+$ is finite. Both statements about $C_\pm$ are standard facts of percolation. Hence
\begin{equation}
S_c-\varepsilon-kT\ln C_+\le-kT\ln G\le S_c+\varepsilon-kT\ln C_- .
\end{equation}
Let $T\to0$ and then $\varepsilon\to0$: the activation energy of $G$ is $S_c$. Since $p_c<1/2$, $S_c$ lies below the mean of a continuous symmetric distribution such as the Gaussian. In six cells of $8^3$ sites, the slope of $\ln G$ at very low temperature put the activation energy $0.718$ widths below the mean saddle, and a separate search for the bottleneck of each cell gave $0.720$. These values belong to small cells and are not the infinite-lattice limit.

\textbf{Q.} Can you show that the current really goes around the high barriers?

\textbf{A.} Block them. For a Gaussian width of $0.10$~eV at $600$~K, closing the slower half of all bonds leaves a little over $60\,\%$ of $D$. In one dimension it would leave nothing. If just the fastest $10\,\%$ stay open, which is below $p_c$, about $10^{-8}$ of $D$ remains. That remnant reflects the conductance of $10^{-8}$ given to blocked bonds in place of zero.

\section*{Both kinds together}

\textbf{Q.} My alloy has both kinds of disorder. How do I decide?

\textbf{A.} Compare with a uniform crystal having the same mean energies, $D_0=a^2\nu e^{-\beta(\bar S-\bar E)}$. For Gaussian sites, (\ref{main}) and (\ref{gauss}) give
\begin{equation}
\ln\frac D{D_0}=-\frac{\beta^2\sigma_E^2}2+\Lambda. \label{crit}
\end{equation}
With weak independent saddle disorder on the simple cubic lattice, $\Lambda\simeq\beta^2\sigma_S^2/6$, and diffusion is slowed if $\sigma_S<\sqrt3\,\sigma_E$. The coefficient depends on the lattice. With $z$ equivalent neighbours there are $zN/2$ bonds, so $\Gamma_{bb}\to2/z$ and $\Lambda\simeq(\tfrac12-\tfrac2z)\beta^2\sigma_S^2$. This gives $1/4$ for bcc and $1/3$ for fcc, and the condition becomes $\sigma_S<\sqrt2\,\sigma_E$ and $\sigma_S<\sqrt{3/2}\,\sigma_E$. A firmer statement follows from (\ref{bounds}). For Gaussian saddles $\langle g\rangle=e^{-\beta\bar S+\beta^2\sigma_S^2/2}$, so $\Lambda\le\beta^2\sigma_S^2/2$, and disorder with $\sigma_S\le\sigma_E$ cannot accelerate diffusion. On cooling, $\Lambda$ ends up growing in proportion to $\beta$, as $\beta(\bar S-S_c)$, while the trap term grows as $\beta^2$. Any Gaussian site disorder therefore wins at low enough temperature. This rests on the unbounded tail of the Gaussian and on the deep sites staying empty. For a bounded range of site energies the trap term also ends up proportional to $\beta$, with the depth of the lowest sites below $\bar E$ as its slope, and that depth must be compared with $\bar S-S_c$.

\textbf{Q.} Please put in numbers.

\textbf{A.} Take $a=0.25$~nm, $\nu=10^{13}$~s$^{-1}$, a mean barrier $\bar S-\bar E=0.80$~eV and widths of $0.10$~eV. These are round model values and describe no particular alloy. At $600$~K, $kT=0.0517$~eV and
\begin{equation}
D_0=(0.25\times10^{-9})^2\,10^{13}\,e^{-0.80/0.0517}
=1.19\times10^{-13}\ {\rm m^2\,s^{-1}}.
\end{equation}
The reduced width is $0.10/0.0517=1.934$. Traps alone give $D/D_0=e^{-1.934^2/2}=0.154$. Independent barriers alone give $\Lambda=0.442$, so $D/D_0=e^{0.442}=1.56$. Both together give $0.154\times1.56=0.240$, or $D=2.9\times10^{-14}$~m$^2$\,s$^{-1}$. On bcc and fcc networks the barrier factor at $600$~K is larger, about $1.95$ and $2.5$. For three temperatures, $D/D_0$ on the simple cubic lattice is:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & traps & barriers & both\\
1200 & 0.627 & 1.15 & 0.718\\
600 & 0.154 & 1.56 & 0.240\\
400 & 0.015 & 2.33 & 0.035
\end{tabular}
\end{center}
The values of $\Lambda$ behind the last two columns come from cells of $10^3$ sites and carry sampling errors of $0.001$, $0.007$ and $0.013$ at $1200$, $600$ and $400$~K; cells of $20^3$ sites move the $400$~K entries to $2.31$ and $0.034$. The weak-disorder formula overestimates the gain as the crystal cools: at $400$~K it gives $\Lambda=1.40$, while the network gives $0.84$ to $0.85$. The site width that would cancel the gain follows from (\ref{crit}) as $kT\sqrt{2\Lambda}$. It falls from $0.054$~eV at $1200$~K to $0.045$~eV at $400$~K, below the weak-disorder value $0.10/\sqrt3=0.058$~eV.

\textbf{Q.} The first two columns describe the same scatter of migration barriers?

\textbf{A.} Yes. The barrier of a hop is $B_{ij}=S_{ij}-E_i$, and in both cases it is Gaussian with mean $0.80$~eV and width $0.10$~eV. One landscape slows the defect more than sixfold at $600$~K and the other speeds it up by half. A histogram of barriers cannot settle the question. Pair each forward barrier with its reverse instead:
\begin{equation}
B_{ij}-B_{ji}=(S_{ij}-E_i)-(S_{ij}-E_j)=E_j-E_i .
\end{equation}
The saddle drops out. For independent site energies the variance of this difference is $2\sigma_E^2$, which measures the trap disorder directly.

\textbf{Q.} Does a small number of unusual places matter?

\textbf{A.} It depends on the kind. At $600$~K, $0.50$~eV corresponds to a Boltzmann factor of $1.58\times10^4$. If $1\,\%$ of the sites are deeper by that amount, (\ref{trap}) gives
\begin{equation}
\frac D{D_0}=\frac1{0.99+0.01\times1.58\times10^4}\approx\frac1{159},
\end{equation}
where $D_0$ now refers to the crystal without the deep sites. If instead $1\,\%$ of the barriers are higher by $0.50$~eV, they are practically closed. Consider closing one bond $b$ along $x$ in a uniform network. A difference field with $f_b=t$ has $\sum f^2\ge t^2/\Gamma_{bb}$, with equality for $f\propto\Gamma_{\cdot b}$. The sum in (\ref{var}) therefore changes by
\begin{equation}
g_0\Big[\frac{t^2}{\Gamma_{bb}}-(1+t)^2\Big].
\end{equation}
It is stationary at $t=\Gamma_{bb}/(1-\Gamma_{bb})$, where it equals $-g_0/(1-\Gamma_{bb})$. For $\Gamma_{bb}=1/3$ this is $-\tfrac32g_0$. A small fraction $c$ of closed bonds thus leaves $D/D_0\simeq1-\tfrac32c=0.985$, and the network calculation agrees. The same energy change at the same concentration costs a factor of $159$ in one case and $1.5\,\%$ in the other.

\section*{The sluggish-diffusion claim}

\textbf{Q.} Then site disorder makes alloys sluggish after all?

\textbf{A.} For a fixed number of defects, such as interstitial solutes or vacancies left by irradiation, it does so in this model whenever the trap term in (\ref{crit}) exceeds $\Lambda$, provided the defects are too few to fill the deep sites. In the example with $1\,\%$ deep sites, a defect concentration $c$ per site occupies a deep site with probability $c\times1.58\times10^4/159\approx100\,c$, so the factor $159$ requires $c\ll1\,\%$. For the Gaussian at $400$~K, a mean-field estimate with at most one defect per site raises $0.015$ to between $0.03$ and $0.04$ at $c=1\,\%$. Vacancies in thermal equilibrium are different. Let $E_i$ be the formation energy of a vacancy at site $i$. In the dilute limit the mean concentration per site is $c_v=\langle e^{-\beta E}\rangle$, and (\ref{main}) gives
\begin{equation}
c_vD_v=a^2\nu\,G. \label{vac}
\end{equation}
The site energies have cancelled. Deep sites hold each vacancy longer, but they also hold more vacancies, in the same proportion. With both disorders at $600$~K, $D_v$ falls to $0.240$ of its uniform value while $c_v$ rises by a factor of $6.49$. The product is $1.56$, the pure barrier result. At fixed saddle energies, the site disorder that slows each single vacancy leaves transport by equilibrium vacancies unchanged, while the Gaussian saddle disorder of this three-dimensional example enhances it. If each saddle shifts with the mean of its two end sites, site disorder enters $G$ itself: a site width of $0.10$~eV at $600$~K then raises $c_vD_v$ by about $1.6$ on its own, and by about $2.1$ together with the independent saddle scatter.

\textbf{Q.} Can I compare that product with a measured tracer diffusivity?

\textbf{A.} Not directly. A vacancy moves by exchanging places with an atom, so it alters the landscape it leaves behind, whereas ours is frozen. A tracer atom also tends to jump back into the vacancy it has just exchanged with, and (\ref{vac}) contains no such correlation, nor any difference between the jump rates of the elements. Finally, our reference crystal has the same mean energies as the alloy. A real comparison with a pure metal also shifts $\bar S$ and $\bar E$. At $600$~K a rise of the mean saddle by $kT\Lambda=0.0517\times0.442\approx0.023$~eV would cancel the whole gain in (\ref{vac}). A slow alloy may therefore owe its slowness to its mean saddle energy, and a measured low diffusivity does not by itself show that disorder is the cause.

\section*{Computed results}
\begin{verbatim}
Master equation vs formula, D in units of a^2*nu:
  traps 1D: 0.23309 vs harmonic mean 0.23309
  correlated sites+saddles 1D: 0.14224 vs 0.14224
  traps 2D: 0.20142 vs harmonic mean 0.20142
  correlated sites+saddles 2D: 0.30941 vs 0.30941
  traps 3D: 0.28215 vs harmonic mean 0.28215
  correlated sites+saddles 3D: 0.41280 vs 0.41280
  barriers 1D: 0.70163 vs harmonic mean 0.70164
Weak barrier disorder, ln G/(width/kT)^2 at width/kT = 0.3:
  1D: -0.5002 +- 0.0045, predicted -0.5000
  2D: 0.0006 +- 0.0028, predicted 0.0000
  3D: 0.1593 +- 0.0017, predicted 0.1667
2D barriers, width/kT = 2: ln G = 0.002 +- 0.005
3D open-bond fraction at percolation: 0.2488 +- 0.0010
3D low-T activation energy minus mean saddle, in saddle widths:
  from slope of ln G: -0.718; from bottleneck search: -0.720 (6 cells)
Inputs: a = 0.25 nm, nu = 1.0e+13 1/s, mean barrier = 0.80 eV
  Gaussian width of sites and/or saddles = 0.10 eV
T = 1200 K: kT = 0.10341 eV, width/kT = 0.967, D0 = 2.729e-10 m^2/s
  3D ln G = 0.136 +- 0.001; weak-disorder formula 0.156
  D/D0: traps 0.6265, 1D barriers 0.6265, 3D barriers 1.146, both in 3D 0.7177
  D: traps 1.710e-10, 3D barriers 3.126e-10, both 1.959e-10 m^2/s
  both: c_v/c_v0 = 1.596, c_v*D_v ratio = 1.146
  site width that cancels the 3D barrier gain: 0.0539 eV
T = 600 K: kT = 0.05170 eV, width/kT = 1.934, D0 = 1.192e-13 m^2/s
  3D ln G = 0.442 +- 0.007; weak-disorder formula 0.623
  D/D0: traps 0.1541, 1D barriers 0.1541, 3D barriers 1.557, both in 3D 0.2398
  D: traps 1.836e-14, 3D barriers 1.855e-13, both 2.858e-14 m^2/s
  both: c_v/c_v0 = 6.491, c_v*D_v ratio = 1.557
  site width that cancels the 3D barrier gain: 0.0486 eV
T = 400 K: kT = 0.03447 eV, width/kT = 2.901, D0 = 5.204e-17 m^2/s
  3D ln G = 0.847 +- 0.013; weak-disorder formula 1.403
  D/D0: traps 0.0149, 1D barriers 0.0149, 3D barriers 2.333, both in 3D 0.0347
  D: traps 7.739e-19, 3D barriers 1.214e-16, both 1.806e-18 m^2/s
  both: c_v/c_v0 = 67.241, c_v*D_v ratio = 2.333
  site width that cancels the 3D barrier gain: 0.0449 eV
Cell-size check at 400 K: ln G = 0.847 (10^3 sites), 0.852 +- 0.001 (14^3 sites)
600 K, 3D barriers: share of D left when only the fastest bonds stay:
  fastest 50 %: 0.638; fastest 10 %: 9.3e-09
600 K, 1 % changed by 0.50 eV (Boltzmann factor 1.584e+04):
  deeper sites D/D0 = 0.00627 (1/159.4); higher 3D barriers D/D0 = 0.9852
\end{verbatim}
